# Escape Lifetime of Inversion Electrons from the Gate Leakage Current: a numerical check

```python
# Result under test: inversion electrons of sheet density N that carry the
# whole gate leakage J have the mean escape lifetime tau = e*N/J.
# With subbands i of population share p_i and lifetime tau_i this is the
# harmonic mean, 1/tau = sum(p_i/tau_i), and 1/tau_i = f_i*T_i, where
# f = F/(2p) is the attempt rate in a triangular well of force F, p is the
# normal momentum at the interface and T is the barrier transmission.
# Model: z < 0 channel with potential -F*z, 0 < z < t insulator with
# potential phi - F_ox*z, z > t gate with constant potential -F_ox*t.
# The wave function and its derivative divided by the mass are continuous.
# Internal units are Hartree atomic units; printed units are on the labels.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
TIME_S = const.physical_constants["atomic unit of time"][0]
BOHR_NM = BOHR_M * 1e9
BOHR_CM = BOHR_M * 1e2
KB_EV = const.k / const.e
FIELD_MV_CM = HARTREE_EV / BOHR_CM / 1e6

# Given data
density_cm2 = 1e13
leakage_a_cm2 = 100.0
lifetime_s = const.e * density_cm2 / leakage_a_cm2

# Round model parameters, rough values for a silicon transistor
# ladder: (normal mass, in-plane density-of-states mass, valley number)
LADDERS = [(0.9, 0.2, 2), (0.2, 0.4, 4)]
EPS_CHANNEL = 12.0
OXIDE = (3.0 / HARTREE_EV, 0.5, 4.0)     # barrier, mass, permittivity
HIGH_K = (1.5 / HARTREE_EV, 0.2, 20.0)
sheet = density_cm2 * BOHR_CM**2


def wave_at_channel(energy, thickness, phi, m_ox, f_ox, m_gate):
    """Outgoing unit wave in the gate, carried back to the channel side."""
    k_gate = np.sqrt(2 * m_gate * (energy + f_ox * thickness))
    scale = (2 * m_ox * f_ox) ** (1 / 3)
    xi_start = scale * (phi - energy) / f_ox
    xi_end = xi_start - scale * thickness
    slope = -1j * k_gate * m_ox / m_gate / scale
    ai, aip, bi, bip = airy(xi_end)
    coef_a = np.pi * (bip - slope * bi)
    coef_b = np.pi * (slope * ai - aip)
    ai, aip, bi, bip = airy(xi_start)
    psi = coef_a * ai + coef_b * bi
    slope_over_mass = -scale * (coef_a * aip + coef_b * bip) / m_ox
    return psi, slope_over_mass, k_gate


def transmission(energy, thickness, phi, m_ox, f_ox, mass):
    """Flux ratio for a plane wave that arrives from a flat region."""
    psi, slope, k_gate = wave_at_channel(
        energy, thickness, phi, m_ox, f_ox, mass)
    k_in = np.sqrt(2 * mass * energy)
    incident = 0.5 * (psi + slope * mass / (1j * k_in))
    return k_gate / (k_in * abs(incident) ** 2)


def decaying_level(index, thickness, phi, m_ox, f_ox, f_ch, mass):
    """Complex energy of the state with only an outgoing gate wave."""
    scale = (2 * mass * f_ch) ** (1 / 3)

    def mismatch(energy):
        psi, slope, _ = wave_at_channel(
            energy, thickness, phi, m_ox, f_ox, mass)
        ai, aip, _, _ = airy(-scale * energy / f_ch)
        return ai * slope / psi + scale * aip / mass

    guess = -ai_zeros(index + 1)[0][index] * f_ch / scale
    kappa = np.sqrt(2 * m_ox * (phi - guess))
    guess -= f_ch * m_ox / (mass * kappa)
    e_old, e_new = complex(guess), complex(guess * (1 + 1e-4))
    g_old, g_new = mismatch(e_old), mismatch(e_new)
    for _ in range(60):
        if g_new == g_old:
            break
        step = -g_new * (e_new - e_old) / (g_new - g_old)
        e_old, g_old = e_new, g_new
        e_new = e_new + step
        g_new = mismatch(e_new)
        if abs(step) < 1e-12 * abs(e_new):
            break
    else:
        raise AssertionError("level search did not converge")
    return e_new


def solve_stack(thickness, layer, kelvin=300.0, depletion_cm2=0.0):
    """Subband energies, populations and escape rates at fixed density."""
    phi, m_ox, eps = layer
    depletion = depletion_cm2 * BOHR_CM**2
    f_ox = 4 * np.pi * (sheet + depletion) / eps
    f_ch = 4 * np.pi * (sheet / 2 + depletion) / EPS_CHANNEL
    kt = KB_EV * kelvin / HARTREE_EV
    poles, attempts, trans, weights = [], [], [], []
    for mass, m_plane, valleys in LADDERS:
        for index in range(3):
            pole = decaying_level(
                index, thickness, phi, m_ox, f_ox, f_ch, mass)
            energy = pole.real
            poles.append(pole)
            attempts.append(f_ch / (2 * np.sqrt(2 * mass * energy)))
            trans.append(transmission(
                energy, thickness, phi, m_ox, f_ox, mass))
            weights.append(valleys * m_plane * kt / np.pi)
    poles, weights = np.array(poles), np.array(weights)
    attempts, trans = np.array(attempts), np.array(trans)
    energies = poles.real

    def populations(fermi):
        return weights * np.logaddexp(0, (fermi - energies) / kt)

    fermi = brentq(lambda x: populations(x).sum() / sheet - 1,
                   energies.min() - 0.1, energies.min() + 0.1, xtol=1e-14)
    share = populations(fermi) / sheet
    rates = attempts * trans
    return dict(poles=poles, energies=energies, attempts=attempts,
                trans=trans, rates=rates, share=share, fermi=fermi, kt=kt,
                f_ox=f_ox, f_ch=f_ch,
                tau=TIME_S / np.sum(share * rates))


# Thickness for which the model carries the given leakage
thickness = brentq(
    lambda t: np.log(solve_stack(t, OXIDE)["tau"] / lifetime_s), 12, 40)
ref = solve_stack(thickness, OXIDE)
tau_i = TIME_S / ref["rates"]

# Test: levels are distinct and ordered within each ladder
assert np.all(np.diff(ref["energies"][:3]) > 1e-3)
assert np.all(np.diff(ref["energies"][3:]) > 1e-3)

# Test: attempt rate times transmission against the complex energies.
# The formula leaves out the charge inside the barrier, below one per cent.
pole_rates = -2 * ref["poles"].imag
rate_ratio = ref["rates"] / pole_rates
assert np.all(np.abs(rate_ratio - 1) < 0.015), rate_ratio

# Test: current summed from the complex energies gives the stated leakage
pole_current = const.e * density_cm2 * np.sum(
    ref["share"] * pole_rates) / TIME_S
assert abs(pole_current / leakage_a_cm2 - 1) < 0.015


def mean_waiting_time(scatter_s):
    """Time integral of survival with relaxation between the subbands."""
    share = ref["share"]
    loss = np.diag(1 / scatter_s + pole_rates / TIME_S)
    loss = loss - np.outer(share, np.ones(share.size)) / scatter_s
    return np.linalg.solve(loss, share).sum()


# Test: fast scattering gives e*N/J, no scattering the arithmetic mean
scatter_s = 1e-12
wait_fast = mean_waiting_time(scatter_s)
wait_slow = mean_waiting_time(1.0)
arithmetic_s = np.sum(ref["share"] * tau_i)
charge_over_current = const.e * density_cm2 / pole_current
assert abs(wait_fast / charge_over_current - 1) < 1e-3
assert abs(wait_slow / arithmetic_s - 1) < 0.015
assert wait_slow > 1.02 * wait_fast

# Test: lifetime growth with thickness against the local decay constant.
# The slowly varying prefactor is left out of the simple exponential.
added = 0.1 / BOHR_NM
thicker = solve_stack(thickness + added, OXIDE)
growth_full = ref["rates"][0] / thicker["rates"][0]
kappa_end = np.sqrt(2 * OXIDE[1] * (
    OXIDE[0] - ref["energies"][0] - ref["f_ox"] * (thickness + added / 2)))
growth_simple = np.exp(2 * kappa_end * added)
assert abs(growth_full / growth_simple - 1) < 0.08

# Device and lateral supply of the leaking electrons
length_cm, width_cm = 1e-5, 1e-4
mobility, velocity_cm_s = 200.0, 1e7
electrons = density_cm2 * length_cm * width_cm
device_current = leakage_a_cm2 * length_cm * width_cm
interval_s = lifetime_s / electrons
transit_s = length_cm / velocity_cm_s
drop_v = length_cm**2 / (8 * mobility * lifetime_s)
thermal_v = KB_EV * 300
limit_length_cm = np.sqrt(8 * mobility * lifetime_s * thermal_v)

# Test: lateral drop from a finite-difference current balance
nodes = 201
spacing = length_cm / (nodes + 1)
balance = (2 * np.eye(nodes) - np.eye(nodes, k=1) - np.eye(nodes, k=-1))
sheet_conductance = const.e * density_cm2 * mobility
profile = np.linalg.solve(balance, np.full(
    nodes, leakage_a_cm2 * spacing**2 / sheet_conductance))
assert abs(profile.max() / drop_v - 1) < 1e-8

# Effects left out of the simple estimate or of the barrier model
other_share = 0.1
tau_other = lifetime_s / (1 - other_share)
bias_v = (ref["fermi"] + ref["f_ox"] * thickness) * HARTREE_EV
back_flow = np.exp(-bias_v / thermal_v)
depletion_cm2 = 2e12
tau_depletion = solve_stack(
    thickness, OXIDE, depletion_cm2=depletion_cm2)["tau"]
tau_hot = solve_stack(thickness, OXIDE, kelvin=400.0)["tau"]
eta = (ref["fermi"] - ref["energies"][0]) / ref["kt"]
plane_energy = ref["kt"] * quad(
    lambda x: x * expit(eta - x), 0, 60)[0] / np.logaddexp(0, eta)
barrier_shift = plane_energy * (1 - LADDERS[0][1] / OXIDE[1])
plane_factor = transmission(
    ref["energies"][0], thickness, OXIDE[0] - barrier_shift, OXIDE[1],
    ref["f_ox"], LADDERS[0][0]) / ref["trans"][0]
breakdown_mv_cm = 10.0

# Ideal high-k layer with the same capacitance and density
thickness_hk = thickness * HIGH_K[2] / OXIDE[2]
tau_hk = solve_stack(thickness_hk, HIGH_K)["tau"]
leakage_hk = const.e * density_cm2 / tau_hk

print(f"sheet density: {density_cm2:.1e} cm^-2")
print(f"gate leakage: {leakage_a_cm2:.0f} A/cm^2")
print(f"elementary charge: {const.e:.4e} C")
print(f"sheet charge: {const.e * density_cm2 * 1e6:.3f} uC/cm^2")
print(f"mean escape lifetime: {lifetime_s * 1e9:.2f} ns")
print(f"escape rate per electron: {1 / lifetime_s:.3e} 1/s")
print("ladders (normal mass, in-plane mass, valleys):", LADDERS)
for name, layer in (("oxide", OXIDE), ("high-k", HIGH_K)):
    print(f"{name}: barrier {layer[0] * HARTREE_EV:.1f} eV, "
          f"mass {layer[1]:.1f} m_e, permittivity {layer[2]:.0f}")
print(f"channel permittivity: {EPS_CHANNEL:.0f}")
print(f"average channel field: {ref['f_ch'] * FIELD_MV_CM:.3f} MV/cm")
print(f"oxide field: {ref['f_ox'] * FIELD_MV_CM:.2f} MV/cm")
print(f"rough breakdown field (input): {breakdown_mv_cm:.0f} MV/cm")
print(f"oxide thickness found: {thickness * BOHR_NM:.3f} nm")
print(f"oxide voltage: {ref['f_ox'] * thickness * HARTREE_EV:.3f} V")
print(f"Fermi energy: {ref['fermi'] * HARTREE_EV:.3f} eV")
for i in range(6):
    print(f"ladder {i // 3 + 1} level {i % 3 + 1}: "
          f"E {ref['energies'][i] * HARTREE_EV:.3f} eV, "
          f"share {100 * ref['share'][i]:.3f} %, "
          f"lifetime {tau_i[i] * 1e9:.2f} ns")
current_share = ref["share"] * ref["rates"]
current_share /= current_share.sum()
print(f"current share of ladder 2: {100 * current_share[3:].sum():.1f} %")
print(f"lowest level attempt rate: {ref['attempts'][0] / TIME_S:.3e} 1/s")
print(f"lowest level transmission: {ref['trans'][0]:.3e}")
print(f"lowest level mean attempts: {1 / ref['trans'][0]:.3e}")
print(f"largest rate formula error: "
      f"{100 * np.max(np.abs(rate_ratio - 1)):.2f} %")
print(f"leakage from complex energies: {pole_current:.2f} A/cm^2")
print(f"subband scattering time (input): {scatter_s * 1e12:.0f} ps")
print(f"waiting time, fast scattering: {wait_fast * 1e9:.2f} ns")
print(f"waiting time, no scattering: {wait_slow * 1e9:.2f} ns")
print(f"lifetime factor for +0.1 nm, full: {growth_full:.3f}")
print(f"lifetime factor for +0.1 nm, simple: {growth_simple:.3f}")
print(f"device: {length_cm * 1e7:.0f} nm long, {width_cm * 1e7:.0f} nm wide")
print(f"electrons in device: {electrons:.0f}")
print(f"device gate current: {device_current * 1e9:.0f} nA")
print(f"mean interval between escapes: {interval_s * 1e12:.2f} ps")
print(f"carrier velocity (input): {velocity_cm_s:.0e} cm/s")
print(f"channel transit time: {transit_s * 1e12:.2f} ps")
print(f"transit time / escape lifetime: {transit_s / lifetime_s:.2e}")
print(f"mobility (input): {mobility:.0f} cm^2/Vs")
print(f"lateral voltage drop: {drop_v * 1e6:.2f} uV")
print(f"length for a drop of kT/e: {limit_length_cm * 1e4:.2f} um")
print(f"lifetime if {100 * other_share:.0f} % of J is other leakage: "
      f"{tau_other * 1e9:.2f} ns")
print(f"bias between Fermi levels: {bias_v:.3f} V")
print(f"back-flow fraction, order of size: {back_flow:.1e}")
print(f"model lifetime with depletion {depletion_cm2:.0e} cm^-2: "
      f"{tau_depletion * 1e9:.2f} ns")
print(f"model lifetime at 400 K: {tau_hot * 1e9:.2f} ns")
print(f"mean in-plane energy: {plane_energy * HARTREE_EV * 1e3:.1f} meV")
print(f"lowest level rate factor, in-plane motion: {plane_factor:.3f}")
print(f"high-k thickness, same capacitance: {thickness_hk * BOHR_NM:.2f} nm")
print(f"ideal high-k lifetime: {tau_hk:.2e} s")
print(f"ideal high-k leakage: {leakage_hk:.2e} A/cm^2")
print("finished without a failed check")
```

It prints:

```
sheet density: 1.0e+13 cm^-2
gate leakage: 100 A/cm^2
elementary charge: 1.6022e-19 C
sheet charge: 1.602 uC/cm^2
mean escape lifetime: 16.02 ns
escape rate per electron: 6.242e+07 1/s
ladders (normal mass, in-plane mass, valleys): [(0.9, 0.2, 2), (0.2, 0.4, 4)]
oxide: barrier 3.0 eV, mass 0.5 m_e, permittivity 4
high-k: barrier 1.5 eV, mass 0.2 m_e, permittivity 20
channel permittivity: 12
average channel field: 0.754 MV/cm
oxide field: 4.52 MV/cm
rough breakdown field (input): 10 MV/cm
oxide thickness found: 1.211 nm
oxide voltage: 0.548 V
Fermi energy: 0.171 eV
ladder 1 level 1: E 0.139 eV, share 64.416 %, lifetime 47.66 ns
ladder 1 level 2: E 0.247 eV, share 2.160 %, lifetime 33.08 ns
ladder 1 level 3: E 0.336 eV, share 0.071 %, lifetime 24.61 ns
ladder 2 level 1: E 0.211 eV, share 33.319 %, lifetime 6.92 ns
ladder 2 level 2: E 0.391 eV, share 0.035 %, lifetime 4.65 ns
ladder 2 level 3: E 0.538 eV, share 0.000 %, lifetime 3.34 ns
current share of ladder 2: 77.3 %
lowest level attempt rate: 3.165e+13 1/s
lowest level transmission: 6.629e-07
lowest level mean attempts: 1.509e+06
largest rate formula error: 0.48 %
leakage from complex energies: 99.60 A/cm^2
subband scattering time (input): 1 ps
waiting time, fast scattering: 16.09 ns
waiting time, no scattering: 33.79 ns
lifetime factor for +0.1 nm, full: 2.907
lifetime factor for +0.1 nm, simple: 2.994
device: 100 nm long, 1000 nm wide
electrons in device: 10000
device gate current: 100 nA
mean interval between escapes: 1.60 ps
carrier velocity (input): 1e+07 cm/s
channel transit time: 1.00 ps
transit time / escape lifetime: 6.24e-05
mobility (input): 200 cm^2/Vs
lateral voltage drop: 3.90 uV
length for a drop of kT/e: 8.14 um
lifetime if 10 % of J is other leakage: 17.80 ns
bias between Fermi levels: 0.719 V
back-flow fraction, order of size: 8.5e-13
model lifetime with depletion 2e+12 cm^-2: 10.27 ns
model lifetime at 400 K: 13.76 ns
mean in-plane energy: 37.1 meV
lowest level rate factor, in-plane motion: 1.070
high-k thickness, same capacitance: 6.06 nm
ideal high-k lifetime: 2.17e-02 s
ideal high-k leakage: 7.39e-05 A/cm^2
finished without a failed check
```
